# Wider terraces speed up the steps, not the film

A vanadium film of 100 atomic layers is to be grown on two substrates cut at slightly different angles, so that one has terraces 5 nm wide and the other 20 nm. The shutter time has been calibrated on the first. Should the calculation for the second contain a factor for the terrace width?

There is a respectable argument that it should. Atoms land on the terraces, diffuse, and join the crystal at the steps. A terrace four times as wide collects four times as many atoms, and they all go to its bounding steps. Each step therefore advances four times as fast. Since the film grows by the advance of steps, it seems that it should grow four times as fast, and that the shutter should be open for a quarter of the time.

Everything in this argument is correct except the last inference. The speed of a step is a speed along the surface, whereas the growth rate of the film is a speed perpendicular to it. To get from one to the other we need the number of steps, and wider terraces mean fewer steps.

## From step speed to film growth

Take straight parallel steps of height \(h\), separated by terraces of width \(L\). The surface descends towards \(+x\), and during growth every step moves towards \(+x\) with speed \(v\). When a step passes a fixed point, the surface there rises by one layer. The next step is a distance \(L\) behind and arrives after a time \(L/v\). The film thickness therefore grows at the rate

\[
R=\frac{h}{L/v}=\frac{h\,v}{L}. \tag{1}
\]

The belief amounts to keeping \(v\) and forgetting the \(1/L\). What remains is to find how \(v\) depends on \(L\).

## The step speed without desorption

Let \(F\) be the number of atoms that arrive and stick per unit terrace area and time, \(D\) the diffusion coefficient of the adatoms, and \(n(x)\) their number per area. Complete condensation means that no adatom returns to the vapour. Suppose first that the steps move slowly compared with diffusion, and that they exchange atoms with the terrace so readily that \(n\) has its equilibrium value \(n_{\rm eq}\) at both edges. In the steady state, supply balances diffusion:

\[
D\,n''+F=0,\qquad n(0)=n(L)=n_{\rm eq}.
\]

Two integrations give \(n=n_{\rm eq}+cx-Fx^2/(2D)\), where the condition at \(x=0\) has been used. The condition at \(x=L\) requires \(cL=FL^2/(2D)\), so \(c=FL/(2D)\) and

\[
n(x)=n_{\rm eq}+\frac{F}{2D}\,x(L-x),\qquad n'(x)=\frac{F}{2D}(L-2x).
\]

The diffusion current towards \(+x\) is \(-Dn'\). The current into the step at \(x=0\) runs towards \(-x\) and is \(+Dn'(0)=FL/2\). The current into the step at \(x=L\) is \(-Dn'(L)=FL/2\). Each step has a terrace on either side and so receives \(FL\) atoms per unit length and time.

If one atom occupies the area \(A\) in a layer, a step that advances at speed \(v\) takes up \(v/A\) atoms per unit length and time. Hence

\[
\frac{v}{A}=FL\quad\Rightarrow\quad v=AFL,\qquad R=\frac{h}{L}\,AFL=hAF. \tag{2}
\]

The width cancels. The combination \(AF\) is the flux expressed in monolayers (ML) per second, and in this sense the film growth rate equals the flux.

The adatoms do wait longer on a wide terrace. The excess population per unit step length is

\[
\int_0^L\frac{F}{2D}x(L-x)\,dx=\frac{F}{2D}\cdot\frac{L^3}{6}=\frac{FL^3}{12D}.
\]

Dividing by the supply \(FL\) gives a mean waiting time of \(L^2/(12D)\). In a steady state this delay does not reduce the throughput: the terrace holds more atoms, and as many leave it each second as arrive.

## What the result does not depend on

The slow steps and the fast attachment were convenient, but the result does not need them. Follow a steady train with the coordinate \(\xi=x-vt\). A profile \(n(\xi)\) that travels with the steps has the time derivative \(-v\,n'\) at a fixed point, so the balance \(-v\,n'=Dn''+F\) becomes

\[
Dn''+v\,n'+F=0 .
\]

Relative to the steps, the current towards \(+\xi\) is \(j=-Dn'-vn\). The step at \(\xi=0\) receives \(-j(0)\) from the terrace in front of it. From the terrace behind, which is identical, it receives \(j(L)\). The sum is

\[
j(L)-j(0)=-\int_0^L\left(Dn''+v\,n'\right)d\xi=\int_0^L F\,d\xi=FL .
\]

No law of attachment has been used. A barrier at one side of the step changes the shares \(-j(0)\) and \(j(L)\), but leaves their sum unchanged.

For unequal terraces, individual steps can have different speeds, and a count over the whole surface is simpler. Let \(N\) be the mean number of layers added since time zero and \(\bar n\) the mean adatom density. If nothing desorbs and the crystal has no voids, every atom supplied is in one of these two places:

\[
\frac{N(t)}{A}+\bar n(t)-\bar n(0)=Ft
\quad\Rightarrow\quad
N(t)=AFt-A\left[\bar n(t)-\bar n(0)\right]. \tag{3}
\]

The bracket describes the filling of the terraces with adatoms after the shutter opens. Once \(\bar n\) is steady, the layer rate is \(AF\). Equation (3) also covers islands that nucleate on wide terraces, if their atoms are counted as crystal. Islands change how the film grows and how rough it becomes, but not how much material it contains.

## The number for vanadium

Vanadium is a suitable metal because its atoms are strongly bound, which makes desorption negligible at ordinary growth temperatures. The following parameters are rough typical values for growth on V(001): lattice constant \(a=0.30\) nm, hence \(A=a^2=0.090\) nm² and \(h=a/2=0.15\) nm; diffusion barrier 0.6 eV; adatom desorption energy 4.0 eV; attempt frequency \(\nu=10^{13}\) s⁻¹. The temperature is 900 K, so \(kT=0.0776\) eV, and the flux is 0.05 ML/s, or \(F=0.05/0.090=0.556\) atoms per nm² and second.

For \(L=10\) nm, equation (2) gives

\[
v=0.090\times0.556\times10=0.50\ \text{nm/s},\qquad
R=\frac{0.15\times0.50}{10}=0.0075\ \text{nm/s}.
\]

With temperature and flux held fixed, the three widths compare as follows. The miscut angle is \(\arctan(h/L)\).

| \(L\) (nm) | Miscut (°) | Steps per µm | \(v\) (nm/s) | \(R\) (nm/min) |
|---|---|---|---|---|
| 5 | 1.72 | 200 | 0.25 | 0.45 |
| 10 | 0.86 | 100 | 0.50 | 0.45 |
| 20 | 0.43 | 50 | 1.00 | 0.45 |

From the first row to the last, the steps become four times faster and four times fewer. The 100 layers, 15 nm in all, take \(100/0.05=2000\) s on either substrate. Someone who shortened the time to 500 s for the 20 nm terraces would obtain 25 layers.

## When atoms desorb

If adatoms evaporate after a mean lifetime \(\tau\), the width does matter, but in the direction opposite to the belief. Return to slow steps with fast attachment, and define the diffusion length \(\lambda=\sqrt{D\tau}\). The balance is now

\[
Dn''-\frac{n}{\tau}+F=0 .
\]

A constant solution is \(n=F\tau\). Adding the solution of the homogeneous equation that is symmetric about the middle of the terrace, and fitting \(n=n_{\rm eq}\) at the edges, gives

\[
n=F\tau-(F\tau-n_{\rm eq})\,\frac{\cosh[(x-L/2)/\lambda]}{\cosh[L/(2\lambda)]}.
\]

Its slope at \(x=0\) is \((F\tau-n_{\rm eq})\tanh[L/(2\lambda)]/\lambda\). Multiplying by \(D\), with \(D/\lambda=\lambda/\tau\), gives the current from one side. The other side contributes equally, so

\[
v=2A\lambda\left(F-\frac{n_{\rm eq}}{\tau}\right)\tanh\frac{L}{2\lambda}.
\]

When \(n_{\rm eq}/\tau\) is negligible beside \(F\), equation (1) yields

\[
\frac{R}{hAF}=\frac{\tanh u}{u},\qquad u=\frac{L}{2\lambda}. \tag{4}
\]

This is the fraction of the arriving atoms that condense. Its derivative,

\[
\frac{d}{du}\frac{\tanh u}{u}=\frac{u-\sinh u\cosh u}{u^2\cosh^2u}=\frac{2u-\sinh 2u}{2u^2\cosh^2u},
\]

is negative, because \(\sinh 2u>2u\) for \(u>0\). Wider terraces therefore slow the film down, even though \(v\) still rises with \(L\).

For narrow terraces, \(\tanh u\approx u-u^3/3\), and the lost fraction is \(u^2/3=L^2/(12\lambda^2)\). This is the waiting time \(L^2/(12D)\) divided by the lifetime \(\tau\), as one would expect for a small chance of desorbing. For very wide terraces, \(v\) approaches \(2A\lambda F\), since a step then collects from a distance of about \(\lambda\) on each side, and \(R\) falls as \(1/L\), as long as no islands nucleate on the terraces.

Suppose, for a hypothetical material, that \(\lambda=10\) nm, with the flux, \(A\) and \(h\) unchanged and \(n_{\rm eq}/\tau\) still negligible beside \(F\). Going from \(L=5\) nm to 20 nm raises \(v\) from 0.245 to 0.762 nm/s. The condensed fraction falls from 0.980 to 0.762, and the film rate from 0.441 to 0.343 nm/min. The steps are three times faster, and the film is 22 % slower.

Islands matter in this regime. Let a terrace of width \(4\lambda\) acquire a narrow, straight island along its middle that captures atoms as a step does. Before, \(u=2\) and the condensed fraction is \(\tanh 2/2=0.48\). Afterwards there are two terraces with \(u=1\), and the fraction is \(\tanh 1=0.76\). Under complete condensation both fractions are 1.

## How well vanadium fits the assumption

With hops at rate \(\nu e^{-0.6\,\mathrm{eV}/kT}\) in each direction, \(D=a^2\nu e^{-0.6\,\mathrm{eV}/kT}=3.9\times10^8\) nm²/s. The lifetime is \(\tau=\nu^{-1}e^{4.0\,\mathrm{eV}/kT}=2.5\times10^9\) s. These give \(\lambda\approx10^9\) nm, about a metre, which simply says that an adatom meets a step long before it could desorb. On a 20 nm terrace the fraction of arriving atoms that desorb before they meet a step is about \(3\times10^{-17}\). The steps also release adatoms, which desorb at the rate \(n_{\rm eq}/\tau\). With a rough adatom formation energy of 1.3 eV, \(An_{\rm eq}=e^{-1.3\,\mathrm{eV}/kT}\approx5\times10^{-8}\), and this rate is \(2\times10^{-17}\) ML/s, or \(4\times10^{-16}\) of the flux. The simple prefactor \(\nu\) makes this estimate too low: the vapour pressure of vanadium at 900 K, about \(10^{-17}\) Pa, corresponds to roughly \(10^{-14}\) ML/s, or \(2\times10^{-13}\) of the flux, which is still negligible. Such exponentials are sensitive to the rough energies, but even with a desorption energy of 3.0 eV the same formulas give losses of only about \(10^{-11}\) and \(2\times10^{-10}\) of the flux. With fast attachment, the adatoms stored in excess of equilibrium amount to less than \(10^{-8}\) ML. Even if the surface starts without any adatoms, so that the equilibrium population has to be filled as well, the correction in equation (3) stays below \(10^{-7}\) ML. These two bounds hold for the 0.6 eV diffusion barrier. With 1.2 eV the excess on 20 nm terraces would be about \(10^{-5}\) ML, still negligible beside 100 layers; if pairs of adatoms are stable, islands would then form, the step speeds in the table would no longer apply, and the film rate would follow from equation (3).

Real growth departs from the model more noticeably in other ways. The energies above are for vanadium on vanadium. The first layer on a different substrate, where the binding may be weaker and the atoms may mix with the substrate, needs its own estimate. Vanadium readily takes up residual gas. At \(10^{-10}\) Torr, gas of mass 28 u at 300 K strikes the surface at \(P/\sqrt{2\pi mkT}\), which is \(7\times10^{-4}\) of the metal flux. If all of it stuck, the number of atoms or molecules added would rise by that fraction, and by ten times as much at \(10^{-9}\) Torr. It also matters whether the flux is quoted per area of terrace or of the inclined surface. The two differ by the cosine of the miscut, a relative difference of \(4.5\times10^{-4}\) for the 5 nm terraces.

Apart from this cosine, worth about 0.04 of a layer in 100 between the two substrates, the shutter calculation thus needs no factor for terrace width, provided that desorption is negligible and that the fraction of atoms sticking on arrival is the same on both substrates. If that fraction depended on the density of steps, \(F\) itself would change with \(L\), and the cancellation in equation (2) would no longer settle the matter.
